# The Moss-Burstein Band-Filling Correction for Shallow Donors in Supercells: a program that tests the result

```python
"""Band-filling (Moss-Burstein) correction for a shallow donor in a supercell.

Result under test: q electrons in a host-like band of a cell of volume V have
the excess energy  S = sum_k w_k f_k (e_k - e_C),  and the correction is -S.
For a parabolic band and a dense mesh
    S = (3/5) q (hbar^2/2m) (6 pi^2 q / (g V))^(2/3).
Symbols: w_k mesh weight, f_k occupation, e_k band energy, e_C aligned host
band minimum, g spin-valley degeneracy, m density-of-states mass.
The lattice model has hopping t, a donor well on one site and a local
mean-field energy (U/2) sum_i n_i^2. Its host band minimum is at zero energy.
Energies are in eV, lengths in angstrom.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

mass_ratio = 0.25
lattice_a = 4.0
repulsion = 2.0
shallow_well = 1.0
deep_well = 10.0
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e20 / mass_ratio
hopping = kinetic / lattice_a**2


def filled_sum(energies, n_k, g, q):
    """Fill the lowest states; each holds g/n_k electrons per cell."""
    levels = np.sort(np.ravel(energies))
    capacity = g / n_k
    count = q / capacity
    whole = int(count + 1e-9)
    return capacity * (levels[:whole].sum()
                       + (count - whole) * levels[whole])


def parabola_coefficient(mesh, g=2, q=1, masses=(1, 1, 1)):
    """Mesh sum in units of hbar^2/(2 m L^2), extended zone."""
    reach = (3 * mesh) // 2
    k2 = (2 * np.pi * np.arange(-reach, reach + 1) / mesh)**2
    energy = (k2[:, None, None] / masses[0] + k2[None, :, None] / masses[1]
              + k2[None, None, :] / masses[2])
    return filled_sum(energy, mesh**3, g, q)


def dense_coefficient(g=2, q=1):
    return 0.6 * q * (6 * np.pi**2 * q / g)**(2 / 3)


def cosine_sum(n, mesh):
    """Unfolded cosine band for one electron in an n*n*n supercell."""
    angle = 2 * np.pi * np.arange(n * mesh) / (n * mesh)
    e1 = 2 * hopping * (1 - np.cos(angle))
    energy = e1[:, None, None] + e1[None, :, None] + e1[None, None, :]
    return filled_sum(energy, mesh**3, 2, 1)


def hamiltonian(n, kappa, mesh):
    """Host supercell Hamiltonian at fractional wavevector kappa/mesh."""
    one = np.eye(n)
    shift = np.roll(one, 1, axis=0)
    blocks = []
    for j in kappa:
        phase = np.exp(2j * np.pi * j / (mesh * n))
        blocks.append(hopping * (2 * one - phase * shift
                                 - np.conj(phase) * shift.T))
    bx, by, bz = blocks
    return (np.kron(np.kron(bx, one), one) + np.kron(np.kron(one, by), one)
            + np.kron(np.kron(one, one), bz))


# 3*3*3 mesh, one electron: shells 0 and 1 full, shell 2 partly filled.
# One member of each pair (kappa, -kappa) is kept, with doubled weight.
points, weights = [], []
for kap in product((-1, 0, 1), repeat=3):
    shell = sum(j * j for j in kap)
    if shell <= 2 and kap >= (0, 0, 0):
        occupation = 2 / 27 if shell < 2 else (13 / 27) / 12
        points.append(kap)
        weights.append(occupation * (1 if shell == 0 else 2))
filled = np.array(weights)
edge_only = np.array([1.0 if p == (0, 0, 0) else 0.0 for p in points])
gamma = points.index((0, 0, 0))
assert abs(filled.sum() - 1) < 1e-12


def self_consistent(n, well, occupations):
    """Total energy, lowest-band energies and density at fixed occupations."""
    sites = n**3
    external = np.zeros(sites)
    external[0] = -well
    hosts = [hamiltonian(n, p, 3) for p in points]
    density = np.full(sites, 1 / sites)
    for _ in range(200):
        potential = np.diag(external + repulsion * density)
        levels = np.zeros(len(points))
        new = np.zeros(sites)
        for i, host in enumerate(hosts):
            val, vec = eigh(host + potential, subset_by_index=[0, 0])
            levels[i] = val[0]
            new += occupations[i] * np.abs(vec[:, 0])**2
        change = np.max(np.abs(new - density))
        energy = (occupations @ levels - repulsion * new @ density
                  + 0.5 * repulsion * new @ new)
        density = new
        if change < 1e-12:
            return energy, levels, density
    raise AssertionError("self-consistency not reached")


def far_potential(n, density):
    return repulsion * density[(n // 2) * (n * n + n + 1)]


# Closed form against explicit mesh sums, including spill into folded bands.
for g, q in ((2, 1), (1, 1), (2, 3)):
    ratio = parabola_coefficient(32, g, q) / dense_coefficient(g, q)
    assert abs(ratio - 1) < 3e-3
ratio_aniso = parabola_coefficient(32, masses=(0.5, 1, 2)) / dense_coefficient()
assert abs(ratio_aniso - 1) < 5e-3

# Folded bands from diagonalization against the unfolded band.
folded = [np.linalg.eigvalsh(hamiltonian(4, p, 3))
          for p in product((-1, 0, 1), repeat=3)]
folded_sum = filled_sum(folded, 27, 2, 1)
unfolded_sum = cosine_sum(4, 3)
assert abs(folded_sum - unfolded_sum) < 1e-10

side = 4 * lattice_a
k_fermi = (3 * np.pi**2)**(1 / 3) / side
e_fermi = kinetic * k_fermi**2
excess = kinetic / side**2 * dense_coefficient()
excess_polarized = kinetic / side**2 * dense_coefficient(g=1)
print(f"Mass {mass_ratio} m_e; lattice constant {lattice_a} A")
print(f"hbar^2/2m = {kinetic:.4f} eV A^2; hopping t = {hopping:.4f} eV")
print(f"Cell side {side:.1f} A; volume {side**3:.0f} A^3")
print(f"Electron density = {1e24 / side**3:.3e} cm^-3")
print(f"Fermi wavevector = {k_fermi:.4f} 1/A; zone face {np.pi/side:.4f} 1/A")
print(f"Fermi energy above minimum = {e_fermi:.4f} eV")
print(f"Correction, spin-degenerate = {-excess:.4f} eV")
print(f"Correction, spin-polarized = {-excess_polarized:.4f} eV")
print(f"Dense coefficient C (q=1, g=2) = {dense_coefficient():.4f}")
print(f"Anisotropic masses: mesh/closed form = {ratio_aniso:.5f}")

print("Parabolic band, side 16 A: mesh, C, excess S in eV")
for mesh in (1, 2, 3, 4, 8, 16, 32):
    c = parabola_coefficient(mesh)
    print(f"  {mesh:2d}^3  {c:.4f}  {kinetic / side**2 * c:.4f}")

print("Fixed absolute k spacing: side in A, mesh, S in eV")
fixed_spacing = []
for n, mesh in ((2, 8), (4, 4), (8, 2), (16, 1)):
    value = kinetic / (n * lattice_a)**2 * parabola_coefficient(mesh)
    fixed_spacing.append(value)
    print(f"  {n * lattice_a:.0f}  {mesh}^3  {value:.4f}")
assert fixed_spacing[-2] > 0.01 and abs(fixed_spacing[-1]) < 1e-12

# Size dependence for a band that is parabolic only near its minimum.
sizes = (2, 3, 4, 6, 8)
cosine = [cosine_sum(n, 16) for n in sizes]
print("Cosine band, 16^3 mesh: side in A, S in eV, parabola in eV, power of V")
power = float("nan")
for i, n in enumerate(sizes):
    parabola = kinetic / (n * lattice_a)**2 * dense_coefficient()
    text = "-"
    if i:
        power = (np.log(cosine[i] / cosine[i - 1])
                 / (3 * np.log(n / sizes[i - 1])))
        text = f"{power:.4f} (from previous size)"
    print(f"  {n * lattice_a:.0f}  {cosine[i]:.4f}  {parabola:.4f}  {text}")
assert abs(power + 2 / 3) < 0.01
same_mesh = kinetic / (8 * lattice_a)**2 * parabola_coefficient(16)
departure = cosine[-1] / same_mesh - 1
predicted = -((3 * np.pi**2)**(1 / 3) / 8)**2 / 28
assert abs(departure / predicted - 1) < 0.05
print(f"Departure from parabola at 32 A: {100 * departure:.4f} %")
print(f"  leading-order formula: {100 * predicted:.4f} %")

# Total energies against eigenvalue sums, with orbitals relaxed.


def path_energy(lam, well=shallow_well):
    return self_consistent(4, well, (1 - lam) * filled + lam * edge_only)


e_fill, levels, density = path_energy(0.0)
e_half = path_energy(0.5)[0]
e_edge = path_energy(1.0)[0]
own_sum = filled @ (levels - levels[gamma])
step = 0.05
slope = (path_energy(step)[0] - path_energy(-step)[0]) / (2 * step)
assert abs(slope + own_sum) < 1e-6
remainder = e_edge - e_fill + own_sum
half_remainder = e_half - e_fill + 0.5 * own_sum
assert 0 < remainder < 0.01 * own_sum
assert abs(remainder / half_remainder - 4) < 0.4
host_fill, host_levels, _ = path_energy(0.0, 0.0)
host_edge = path_energy(1.0, 0.0)[0]
host_sum = filled @ (host_levels - host_levels[gamma])
assert abs(host_edge - host_fill + host_sum) < 1e-10
assert abs(host_sum - unfolded_sum) < 1e-10
print(f"Lattice model: U = {repulsion} eV, wells {shallow_well}, "
      f"{deep_well} eV; 3^3 mesh")
print(f"Host-only excess S = {host_sum:.6f} eV")
print(f"Donor cell: E_edge - E_fill = {e_edge - e_fill:.6f} eV")
print(f"  minus eigenvalue sum from own edge = {-own_sum:.6f} eV")
print(f"  second-order remainder R = {1e6 * remainder:.3f} micro-eV")
print(f"  R(full)/R(half transfer) = {remainder / half_remainder:.4f}")

# The well does not bind, so the dilute electron has the host-edge energy zero.
print("Donor cell: side in A, raw energy, correction, corrected energy in eV")
corrected = {}
for n in (3, 4, 5):
    raw, lev, den = self_consistent(n, shallow_well, filled)
    correction = -(filled @ lev - far_potential(n, den))
    corrected[n] = raw + correction
    assert abs(corrected[n]) < 0.15 * abs(raw)
    print(f"  {n * lattice_a:.0f}  {raw:.5f}  {correction:.5f}"
          f"  {corrected[n]:.5f}")
rest_power = np.log(abs(corrected[5] / corrected[3])) / (3 * np.log(5 / 3))
assert abs(rest_power + 1) < 0.25
print(f"Power of V of the corrected remainder = {rest_power:.3f}")

# Edge shift by a non-binding well, without repulsion.
shifts = []
for n in (4, 8):
    matrix = hamiltonian(n, (0, 0, 0), 1).real
    matrix[0, 0] -= shallow_well
    shifts.append(eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0])
shift_power = np.log(shifts[1] / shifts[0]) / (3 * np.log(2))
assert shifts[0] < 0 and abs(shift_power + 1) < 0.1
print(f"Edge shift by well (U=0): {1e3 * shifts[0]:.3f} meV at 16 A, "
      f"{1e3 * shifts[1]:.3f} meV at 32 A")
print(f"  power of V = {shift_power:.3f}")

# Character of the occupied band: shallow against deep.
_, deep_levels, deep_density = self_consistent(4, deep_well, filled)
shallow_rel = levels - far_potential(4, density)
deep_rel = deep_levels - far_potential(4, deep_density)
assert deep_rel.max() < 0 and deep_density[0] > 0.5
assert shallow_rel.max() > 0 and density[0] < 0.1
print("Occupied band relative to aligned host edge, 16 A cell:")
print(f"  shallow: {shallow_rel.min():.4f} to {shallow_rel.max():.4f} eV, "
      f"donor-site charge {density[0]:.4f} electrons")
print(f"  deep: {deep_rel.min():.4f} to {deep_rel.max():.4f} eV, "
      f"donor-site charge {deep_density[0]:.4f} electrons")
print("all assertions hold")
```

Running it gives:

```
Mass 0.25 m_e; lattice constant 4.0 A
hbar^2/2m = 15.2399 eV A^2; hopping t = 0.9525 eV
Cell side 16.0 A; volume 4096 A^3
Electron density = 2.441e+20 cm^-3
Fermi wavevector = 0.1934 1/A; zone face 0.1963 1/A
Fermi energy above minimum = 0.5698 eV
Correction, spin-degenerate = -0.3419 eV
Correction, spin-polarized = -0.5427 eV
Dense coefficient C (q=1, g=2) = 5.7425
Anisotropic masses: mesh/closed form = 1.00009
Parabolic band, side 16 A: mesh, C, excess S in eV
   1^3  0.0000  0.0000
   2^3  7.4022  0.4407
   3^3  6.1736  0.3675
   4^3  5.7059  0.3397
   8^3  5.7155  0.3402
  16^3  5.7431  0.3419
  32^3  5.7425  0.3419
Fixed absolute k spacing: side in A, mesh, S in eV
  8  8^3  1.3610
  16  4^3  0.3397
  32  2^3  0.1102
  64  1^3  0.0000
Cosine band, 16^3 mesh: side in A, S in eV, parabola in eV, power of V
  8  1.2539  1.3674  -
  12  0.5853  0.6077  -0.6263 (from previous size)
  16  0.3347  0.3419  -0.6475 (from previous size)
  24  0.1505  0.1519  -0.6570 (from previous size)
  32  0.0850  0.0855  -0.6619 (from previous size)
Departure from parabola at 32 A: -0.5283 %
  leading-order formula: -0.5341 %
Lattice model: U = 2.0 eV, wells 1.0, 10.0 eV; 3^3 mesh
Host-only excess S = 0.359199 eV
Donor cell: E_edge - E_fill = -0.358377 eV
  minus eigenvalue sum from own edge = -0.358385 eV
  second-order remainder R = 8.432 micro-eV
  R(full)/R(half transfer) = 4.0294
Donor cell: side in A, raw energy, correction, corrected energy in eV
  12  0.61675  -0.58616  0.03059
  16  0.35442  -0.34131  0.01311
  20  0.22925  -0.22216  0.00709
Power of V of the corrected remainder = -0.954
Edge shift by well (U=0): -19.685 meV at 16 A, -2.555 meV at 32 A
  power of V = -0.982
Occupied band relative to aligned host edge, 16 A cell:
  shallow: -0.0171 to 0.4922 eV, donor-site charge 0.0266 electrons
  deep: -3.1802 to -3.1660 eV, donor-site charge 0.9057 electrons
all assertions hold
```
